\section*{Adatom capture by an isolated absorbing island on a desorbing surface, part 1}

(Sections cited here and not found follow in the second part.)

\section{The steady state and the capture rate}

\subsection{A straight edge}

Atoms land on a flat substrate at a rate $F$ per unit area. Each one moves about as an adatom and, if nothing else happens to it, desorbs after a mean time $\tau$. Let the substrate end at a long straight step that binds every adatom reaching it. How many atoms does a unit length of step collect per unit time?

Let $s$ be the distance from the step and $n(s)$ the mean number of adatoms per unit area. Diffusion with coefficient $D$ carries a current $-D\,dn/ds$ in the direction of increasing $s$. In the steady state, what diffusion and deposition bring to a strip must equal what desorbs from it:
\begin{equation}
D\frac{d^2n}{ds^2}-\frac{n}{\tau}+F=0 .
\end{equation}
Far from the step the density is uniform, the first term vanishes, and $n=F\tau$. At the step $n=0$, because an atom that arrives there is removed at once. Write $n=F\tau-g$. The constant part cancels $F$, leaving $g''=g/(D\tau)$, whose solutions are $e^{\pm s/L}$ with
\begin{equation}
L=\sqrt{D\tau}.
\end{equation}
The growing exponential is excluded by the condition far away, and $g(0)=F\tau$ fixes the factor of the other:
\begin{equation}
n(s)=F\tau\left(1-e^{-s/L}\right).
\end{equation}
The current into the step is directed towards smaller $s$, so it is $+D\,dn/ds$ at $s=0$:
\begin{equation}
D\,\frac{F\tau}{L}=\frac{L^2F}{L}=FL .
\end{equation}
The step collects as many atoms as land on a strip of width $L$. This length, the diffusion length before desorption, is the only length in the problem. A circular island adds a second one, its radius $R$, and the answer then depends on $R/L$.

\subsection{The model for a circular island}

The island is a disc of radius $R$ on an unbounded, flat, isotropic substrate. The following is assumed.

\begin{itemize}
\item Adatoms are so dilute that they do not influence one another. The density $n$ is a mean over time or over many equal islands; it may correspond to far less than one adatom near the island at a given moment.
\item $F$ counts the atoms that stick on arrival. Atoms that bounce off at once are left out.
\item The island edge binds every adatom that reaches it and releases none. It keeps this ability however many atoms it has taken up.
\item No other island or trap lies within several $L$.
\item The edge moves so slowly that the density around it is the steady one for the present radius.
\end{itemize}

The diffusion coefficient follows from the hopping of single atoms. On a square lattice of spacing $a$, let an adatom leave its site at total rate $\nu_h$, a quarter of it towards each neighbour. A site holds on average $a^2n$ atoms. Across a line between two neighbouring rows, the net current per site is $(\nu_h/4)a^2[n(s)-n(s+a)]$. Each site occupies a length $a$ of the line, so the current per length is
\begin{equation}
\frac{\nu_h a}{4}\,[n(s)-n(s+a)]\simeq-\frac{\nu_h a^2}{4}\frac{dn}{ds},
\qquad D=\frac{\nu_h a^2}{4}.
\end{equation}
The approximation requires that $n$ change little over one spacing, hence that both $L$ and $R$ be well above $a$.

\subsection{Balance around the island}

The inward current through a circle of radius $r>R$ is its circumference times $D\,dn/dr$:
\begin{equation}
J(r)=2\pi r D\frac{dn}{dr}.
\end{equation}
The sign is positive because density rises outwards and atoms flow inwards. A ring between $r$ and $r+dr$ gains $J(r+dr)$ at its outer side and loses $J(r)$ at its inner side. It also gains $2\pi r\,dr\,F$ by deposition and loses $2\pi r\,dr\,n/\tau$ by desorption. The sum is zero; division by $2\pi r\,dr$ gives
\begin{equation}
\frac{D}{r}\frac{d}{dr}\left(r\frac{dn}{dr}\right)-\frac{n}{\tau}+F=0,
\qquad n(R)=0,\quad n(\infty)=F\tau .
\end{equation}
Measure distance by $x=r/L$ and write $n=F\tau(1-u)$, so that $u$ is the relative depletion. Two derivatives with respect to $r$ give a factor $1/L^2$, and $DF\tau/L^2=F$. The equation becomes
\begin{equation}
-F\left(u''+\frac{u'}{x}\right)-F(1-u)+F=0 ,
\end{equation}
where a prime now means $d/dx$. The terms $-F$ and $+F$ cancel, and division by $-F$ leaves
\begin{equation}
u''+\frac{u'}{x}-u=0,\qquad u(X)=1,\quad u(\infty)=0,\qquad X=\frac{R}{L}.
\label{eq:u}
\end{equation}
Without the middle term this is the straight edge again. The term $u'/x$ expresses that circles grow longer outwards.

\subsection{The decaying solution}

Define for $x>0$ the two functions
\begin{equation}
K_0(x)=\int_0^\infty e^{-x\cosh t}\,dt,\qquad
K_1(x)=\int_0^\infty \cosh t\;e^{-x\cosh t}\,dt .
\end{equation}
They are the modified Bessel functions of the second kind, of order zero and one. The integrands fall so fast with $t$ that one may differentiate under the integral. Each derivative brings down a factor $-\cosh t$, hence
\begin{equation}
K_0'=-K_1,\qquad K_0''=\int_0^\infty\cosh^2 t\;e^{-x\cosh t}\,dt .
\end{equation}
Insert these in the left side of the equation for $u$ and use $\cosh^2t-1=\sinh^2t$:
\begin{equation}
K_0''+\frac{K_0'}{x}-K_0
=\int_0^\infty\left(\sinh^2t-\frac{\cosh t}{x}\right)e^{-x\cosh t}\,dt .
\end{equation}
The integrand is a total derivative, because
\begin{equation}
\frac{d}{dt}\left(\sinh t\;e^{-x\cosh t}\right)
=\left(\cosh t-x\sinh^2t\right)e^{-x\cosh t},
\end{equation}
which is $-x$ times the integrand. The integral is therefore $-1/x$ times the change of $\sinh t\,e^{-x\cosh t}$ between $t=0$ and $t=\infty$. It vanishes at both ends, at the first because $\sinh 0=0$ and at the second because of the exponential. So $K_0$ solves the equation.

It also decays. For $x\ge1$ split $e^{-x\cosh t}=e^{-(x-1)\cosh t}e^{-\cosh t}$. Since $\cosh t\ge1$, the first factor is at most $e^{-(x-1)}$, and therefore
\begin{equation}
K_0(x)\le e^{-(x-1)}K_0(1),\qquad K_1(x)\le e^{-(x-1)}K_1(1).
\label{eq:decay}
\end{equation}
The function that also satisfies $u(X)=1$ is
\begin{equation}
u=\frac{K_0(r/L)}{K_0(R/L)} .
\end{equation}

\subsection{There is no other solution}

Suppose two steady densities, not necessarily circular, satisfy the same balance and boundary conditions. Their scaled difference $w$ obeys $\nabla^2w=w$, with lengths in units of $L$, and vanishes at the edge and far away. If $w$ were positive anywhere, it would have a positive maximum at some point outside the island. At a maximum no second derivative is positive, so $\nabla^2w\le0$ there, while the equation demands $\nabla^2w=w>0$. This is a contradiction. The same argument for $-w$ excludes negative values. Hence $w=0$, and the circular solution found above is the steady density:
\begin{equation}
n(r)=F\tau\left[1-\frac{K_0(r/L)}{K_0(R/L)}\right].
\end{equation}

\subsection{The capture rate}

The rate $I$ at which atoms enter through the edge is $J(R)$. From $K_0'=-K_1$ and the factor $1/L$ of the chain rule,
\begin{equation}
\left.\frac{dn}{dr}\right|_R=-\frac{F\tau}{L}\,\frac{K_0'(X)}{K_0(X)}
=\frac{F\tau}{L}\,\frac{K_1(X)}{K_0(X)} .
\end{equation}
Multiplication by $2\pi RD$, with $D\tau=L^2$, gives
\begin{equation}
I=2\pi RLF\,\frac{K_1(R/L)}{K_0(R/L)} .
\label{eq:I}
\end{equation}
The factor $2\pi R\times LF$ is the perimeter times the yield of a straight step. The ratio
\begin{equation}
q(x)=\frac{K_1(x)}{K_0(x)}
\end{equation}
is the correction for curvature. It exceeds one, because the integrand of $K_1$ is that of $K_0$ times $\cosh t\ge1$. Each piece of a convex edge faces more substrate than an equal piece of a straight one, and so collects more.

The formula was tested against a finite-volume solution of the radial balance that uses no Bessel functions. For six values of $R/L$ from 0.01 to 10 the two rates differ by at most $2\times10^{-7}$ of the rate.

\subsection{An example}

Take the continuous vapour deposition of a weakly bound metal on an insulator. The parameters are round and only roughly typical: temperature $T=500$~K, thus $k_BT=0.04309$~eV; desorption energy $E_{\rm des}=0.70$~eV; diffusion barrier $E_{\rm diff}=0.30$~eV; attempt rate $\nu=10^{13}$~s$^{-1}$ for both processes; $a=0.30$~nm; $F=0.10$~nm$^{-2}$s$^{-1}$; $R=2.0$~nm. With thermally activated rates,
\begin{align}
D&=\frac{a^2\nu}{4}\,e^{-E_{\rm diff}/k_BT}=2.13\times10^{8}\ \mathrm{nm^2/s},\\
\tau&=\frac{1}{\nu}\,e^{E_{\rm des}/k_BT}=1.14\ \mathrm{\mu s},\\
L&=\sqrt{D\tau}=15.6\ \mathrm{nm}.
\end{align}
Thus $X=0.1285$, where $K_0=2.181$ and $K_1=7.608$, so $q=3.489$. The capture rate is
\begin{equation}
I=2\pi(2.0)(15.56)(0.10)(3.489)\ \mathrm{s^{-1}}=68\ \mathrm{s^{-1}} .
\end{equation}
The straight-step estimate $2\pi RLF$ would give 20~s$^{-1}$. The far density is $F\tau=1.14\times10^{-7}$~nm$^{-2}$, or about $10^{-8}$ adatoms per site, which is dilute.

\subsection{Atoms landing on the island, and the moving edge}

Equation~(\ref{eq:I}) leaves out atoms that land on the island itself. If all of them stay, they add $\pi R^2F=1.3$~s$^{-1}$, some 2\% of $I$. The total supply equals the deposition on a disc of radius $R_c$ given by $\pi R_c^2F=I+\pi R^2F$, here $R_c=14.9$~nm. This is an equivalent area; the next half shows that there is no sharp border inside which every atom is caught.

Let the island be one layer high, with one atom per area $a^2$. When its radius grows by $dR$ it takes up $2\pi R\,dR/a^2$ atoms. Edge capture alone then moves the edge at speed
\begin{equation}
v=\frac{a^2I}{2\pi R}=a^2LF\,q(R/L)=0.49\ \mathrm{nm/s}.
\end{equation}
Is the steady density a fair description while the edge moves? As $R$ changes, the steady profile changes at the rate $v\,\partial n/\partial R$. Differentiating $K_0(r/L)/K_0(R/L)$ with respect to $R$ gives $u\,q(X)/L$, and $u\le1$ outside the island. The neglected term $\partial n/\partial t$ is thus at most $F\tau vq/L$ in size. Compared with the term $F$ in the balance it is at most
\begin{equation}
\frac{v\tau q}{L}=\frac{v\tau}{R}\,Xq=(2.78\times10^{-7})(0.448)=1.2\times10^{-7}.
\end{equation}
The edge may be treated as fixed whenever this number is small. A higher flux raises $v$ in proportion and makes the approximation worse.

\section{Meaning, limits and failure of the formula}

\subsection{Symbols and results carried over}

Atoms stick at rate $F$ per area, diffuse with coefficient $D$ and desorb after mean time $\tau$; $L=\sqrt{D\tau}$. An island of radius $R=XL$ absorbs at its edge. The steady density is $n=F\tau(1-u)$ with $u=K_0(r/L)/K_0(X)$. As a function of $x=r/L$, $u$ obeys $u''+u'/x-u=0$. The capture rate is $I=2\pi RLF\,q(X)$, where $q=K_1/K_0$ and $K_0'=-K_1$. The integrals that define these functions are
\begin{equation}
K_0(x)=\int_0^\infty e^{-x\cosh t}dt,\qquad K_1(x)=\int_0^\infty\cosh t\,e^{-x\cosh t}dt .
\end{equation}
The example has $T=500$~K, $a=0.30$~nm, $F=0.10$~nm$^{-2}$s$^{-1}$, $R=2.0$~nm, $\tau=1.14$~$\mu$s, $L=15.6$~nm, $q=3.489$ and $I=68$~s$^{-1}$.

\subsection{The chance of being caught}

Let $p(\mathbf r)$ be the probability that an adatom now at $\mathbf r$ reaches the island before it desorbs. In a short time $dt$ it desorbs with probability $dt/\tau$; otherwise it moves by a random displacement with zero mean and mean square $2D\,dt$ along each axis. Its chance afterwards is that of its new position. Expanding to second order in the displacement,
\begin{equation}
p=\left(1-\frac{dt}{\tau}\right)\left(p+D\,dt\,\nabla^2p\right)
\quad\Rightarrow\quad D\nabla^2p=\frac{p}{\tau},
\end{equation}
to first order in $dt$. With $p=1$ at the edge and $p=0$ far away, this is the problem already solved for $u$, so $p=u$. The relative depletion at a point equals the chance that an atom landing there is caught.

The capture rate must then be $F$ times the area integral of $p$. Indeed $xu=(xu')'$, and by the exponential decay of $K_1$ the product $xu'$ vanishes at infinity:
\begin{equation}
F\int p\,dA=2\pi L^2F\int_X^\infty xu\,dx=-2\pi L^2F\,Xu'(X)=2\pi RLF\,q(X).
\end{equation}

In the example an atom landing a distance $L$ from the edge is caught with probability 0.161. A simulation of 400\,000 random walks from that distance gave 0.1614, with a standard error of 0.0006. At a straight step the chance would be $e^{-1}=0.37$. A small island is easy to miss.

The steady capture rate of an isolated circular island has been derived, and summing the chance of capture over all landing points gives the same rate. What remains is to find its limits for small and large islands, the time needed to reach it, and how it changes or fails when the model's assumptions do not hold.
